# Why vacuum noise destabilizes self-consistent vdW-DF, and what density thresholds do

**Question.** The nonlocal correlation energy of vdW-DF is weighted by the density at both of its points, so a vacuum region with $n\sim10^{-7}$ bohr$^{-3}$ should hardly matter. Why can tiny errors in the density there spoil a self-consistent calculation, and what do density thresholds cure and cost?

**Answer.** Hartree atomic units and a spin-unpolarized density are used throughout. The energy carries a factor $n$, but the potential does not, and it depends on the density through a local wavevector $q_0$ built from $|\nabla n|/n$ and $n^{1/3}$. This $q_0$ has no limit as $n\to0$. In the model below, low density is harmless to the nonlocal term at flat points and on a clean tail with $|\nabla n|/n=1.3$ bohr$^{-1}$ (the exchange partner, treated separately, behaves differently); the harm comes when the local gradient, which noise can change, places $q_0$ in the middle range, where the kernel has a large slope and curvature in $q_0$, while $k_F$ is tiny.

### The wavevector $q_0$

The functional is $E_c^{nl}=\tfrac12\iint n(\mathbf r)\,\phi(d,d')\,n(\mathbf r')$ with $d=q(\mathbf r)|\mathbf r-\mathbf r'|$ and $d'=q(\mathbf r')|\mathbf r-\mathbf r'|$. Let $k_F=(3\pi^2n)^{1/3}$, $\mathbf g=\nabla n$, $\sigma=g^2$, $\kappa=g/n$, $s=\kappa/(2k_F)$. By definition $q_0=k_F\,\varepsilon^0_{xc}/\varepsilon_x$, with $\varepsilon_x=-3k_F/(4\pi)$ and $\varepsilon^0_{xc}=\varepsilon_x+\varepsilon_c+\lambda s^2\varepsilon_x$, where $\varepsilon_c$ is LDA correlation (PW92 here) and $\lambda=-Z_{ab}/9=0.094344$ in vdW-DF1. Since $k_F/\varepsilon_x=-4\pi/3$ and $k_Fs^2=\kappa^2/(4k_F)$,

$$q_0=q_L+q_G,\qquad q_L=k_F-\frac{4\pi}{3}\varepsilon_c,\qquad q_G=\frac{\lambda\kappa^2}{4k_F}=\frac{\lambda\sigma}{4k_Fn^2}.$$

At a flat point, $\kappa=0$ and $q_0=q_L=\beta k_F$. PW92 has $\varepsilon_c=-2A(1+\alpha_1r_s)\ln(1+1/Q)$ with $Q\to2A\beta_4r_s^2$ at large $r_s$, so $\varepsilon_c\to-\alpha_1/(\beta_4r_s)$. With $k_Fr_s=(9\pi/4)^{1/3}$, $\beta\to1+(4\pi/3)(\alpha_1/\beta_4)/(9\pi/4)^{1/3}=1.946$, and $q_0\propto n^{1/3}\to0$. On a clean tail $n\propto e^{-\kappa x}$, $\kappa$ is fixed and $q_0\simeq q_G\propto n^{-1/3}\to\infty$. At $n=10^{-7}$ bohr$^{-3}$, $k_F=0.01436$ and $q_L=0.02476$ bohr$^{-1}$ ($\beta=1.724$), while a tail with $\kappa=1.3$ bohr$^{-1}$ has $q_G=0.094344\times1.69/(4\times0.01436)=2.776$ bohr$^{-1}$, over a hundred times $q_L$.

Noise $\eta\cos kx$ adds a gradient of amplitude $k\eta$. Where $k\eta\gtrsim\kappa n$ it can cancel the tail's gradient, and by continuity the local $\kappa$, and with it $q_0$, sweeps through every value down to the flat one. The noise therefore matters below $n\sim k\eta/\kappa$, which lies above $\eta$ when $k>\kappa$. If it drives $n$ negative, $k_F$ is undefined.

At fixed $\mathbf g$, $q_G\propto n^{-2-1/3}$; at fixed $n$, $\partial\sigma/\partial\mathbf g=2\mathbf g$. Hence

$$n\frac{\partial q_0}{\partial n}=n\frac{dq_L}{dn}-\frac73q_G,\qquad n\frac{\partial q_0}{\partial\mathbf g}=\frac{\lambda\mathbf g}{2k_Fn}=\lambda s\,\hat{\mathbf g}.$$

Divided by $q_0$, the first is a weighted mean of $d\ln q_L/d\ln n$ and $-7/3$ and stays bounded; at random points with $10^{-10}<n<10^{-1}$ it was tested to lie in $(-7/3,1/3]$. The second gives $\lambda s/(q_L+\lambda k_Fs^2)$. Its $s$-derivative vanishes at $\lambda k_Fs^2=q_L$, where the denominator is $2q_L$, so

$$\left|n\frac{\partial\ln q_0}{\partial\mathbf g}\right|\le\frac12\sqrt{\frac{\lambda}{k_Fq_L}}\propto n^{-1/3},$$

a maximum of 8.15 bohr at $n=10^{-7}$. The divergence sits in the gradient channel.

For evaluation $q_0$ is saturated, $q=q_c(1-e^{-S})$ with $S=\sum_{m=1}^{12}x^m/m$, $x=q_0/q_c$, so $dq/dq_0=e^{-S}\sum_mx^{m-1}$. For $x$ well below 1, $S$ approximates $-\ln(1-x)$, so $q\simeq q_0$ and the derivative is near 1 (0.95 at $x=0.8$, but 0.57 at $x=0.99$); for $x$ well above 1, $e^{-S}$ kills it. Saturation tames large $q_0$ and leaves small and middle $q_0$ as they are: with $q_c=5$ bohr$^{-1}$, the tail value $2.776+0.025=2.801$ becomes 2.8005.

### How the kernel responds to $q$

The kernel is

$$\phi=\frac{2}{\pi^2}\int_0^\infty\!\!\int_0^\infty a^2b^2\,W\,T\,da\,db,\qquad W=\tfrac23\left[j_0(a)j_0(b)-j_2(a)j_2(b)\right],$$

$$T=\frac12\left[\frac1{w+x}+\frac1{y+z}\right]\left[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\right],$$

with $w=\nu(a)$, $x=\nu(b)$, $y=\nu'(a)$, $z=\nu'(b)$, $\nu(a)=a^2/[2(1-e^{-4\pi a^2/9d^2})]$, and $\nu'$ the same with $d'$. Writing out the spherical Bessel functions gives the usual trigonometric form of $W$.

*Large $d,d'$.* For $a\ll d$, expanding the exponential gives $\nu\to\omega=9d^2/(8\pi)$. Then $T\to\frac12\left[\frac1{2\omega}+\frac1{2\omega'}\right]\frac{2}{(\omega+\omega')^2}=1/[2\omega\omega'(\omega+\omega')]$, constant over many oscillations of $W$. The slow decay of $T$ beyond $a\sim d$ acts as a convergence factor, under which $\int a\sin a\,da=\int\cos a\,da=0$ and $\int\sin a\,da/a=\pi/2$. Since $a^2j_0=a\sin a$ and $a^2j_2=3\sin a/a-a\sin a-3\cos a$, $\iint a^2b^2W=-\tfrac23(3\pi/2)^2=-3\pi^2/2$, and

$$\phi\to-\frac{3}{2\,\omega\omega'(\omega+\omega')}=-\frac{C}{d^2d'^2(d^2+d'^2)},\qquad C=\frac32\left(\frac{8\pi}{9}\right)^3=32.665\ \text{Ha}.$$

Quadrature gives $\phi(12,16)=-2.2153\times10^{-6}$ Ha against $-2.2152\times10^{-6}$ Ha. With $\omega=\omega_0r^2$, $\omega_0=9q^2/(8\pi)$, this is the London form $-(3/\pi)r^{-6}\int_0^\infty\alpha\alpha'\,du$ for $\alpha=1/(\omega_0^2+u^2)$ per electron, because $\int_0^\infty du/[(\omega_0^2+u^2)(\omega_0'^2+u^2)]=\pi/[2\omega_0\omega_0'(\omega_0+\omega_0')]$. In this regime the static polarizability density is $n/\omega_0^2\propto n/q^4$.

*Small $d$ at fixed $d'$.* Write $\nu=a^2/2+\delta\nu$, $\delta\nu=(a^2/2)/(e^{4\pi a^2/9d^2}-1)>0$, which lives at $a\lesssim d$. At $d=0$ the integrand near the origin goes as $a^2b^2/(a^2+b^2)$, so $\phi(0,d')$ is finite. For $a=du$, $b=dt$ with $u,t$ of order 1, $W\to2/3$, $y,z\to\omega'$, and $w,x\sim d^2\ll\omega'$, so $T\to1/[(w+x)\omega'^2]$. The measure gives $d^6$ and $1/(w+x)$ gives $d^{-2}$:

$$\phi=\phi(0,d')+c\,d^4,\quad c=\frac{4I}{3\pi^2\omega'^2},\quad I=\iint u^2t^2\left[\frac1{\nu_1(u)+\nu_1(t)}-\frac2{u^2+t^2}\right]du\,dt,$$

with $\nu_1$ taken at $d=1$. $I<0$ because $\delta\nu>0$; numerically $I=-1.038$. At large $t$ the integrand falls as $t^{-2}$, and the part beyond $t\sim1/d$, where $W\simeq2/3$ fails, makes a relative correction of order $d$. With that term extrapolated away, the law was tested to 2% of $4cd^3$ against $\partial\phi/\partial d$ from quadrature. So $\partial\phi/\partial d$ vanishes at both ends and is largest in magnitude in between: for the $d'=8$ used below it has a positive maximum at $d\approx3.5$ and a negative lobe of almost the same size at $d\approx1.2$.

### Energy and potential

The model keeps the interaction of a vacuum region with one dense fragment of $N$ electrons and wavevector $q'$ at distance $R$. Vacuum–vacuum pairs, the size of the fragment, the variation of $R$ over the region and the interpolation of $\phi$ on a $q$ mesh are left out. The double integral counts the pair twice, which cancels the $\tfrac12$:

$$e(n,\mathbf g)=n\,U(q_0),\qquad U(q_0)=N\phi(qR,q'R).$$

Primes on $U$ denote $d/dq_0$, saturation included. The round parameters are $N=40$, $q'=1$ bohr$^{-1}$, $R=8$ bohr, so $d'=8$ and $c=-2.67\times10^{-4}$ Ha. $U$ is bounded, starting at $-0.0178$ Ha at $d=0.015$, deepening at first because $c<0$, and ending at $-7.7\times10^{-6}$ Ha at $q_c$, so the vacuum energy density vanishes in proportion to $n$.

Varying $E=\int e$ and integrating the term $e_{\mathbf g}\cdot\nabla\delta n$ by parts gives

$$v=e_n-\nabla\cdot e_{\mathbf g}=U+U'\,n\frac{\partial q_0}{\partial n}-\nabla\cdot\left(U'\lambda s\,\hat{\mathbf g}\right).$$

The second term is $q_0U'$ times the bounded logarithmic derivative, and $q_0U'$ vanishes at both ends, so $e_n$ is bounded. For variation along $x$ the chain rule splits the divergence: $v=e_n-e_{gn}\,g-e_{gg}\,n''$. The last term holds the highest derivative and dominates for short waves.

Its size is best measured against the von Weizsäcker energy $\sigma/(8n)$, whose Hessian in $\mathbf g$ is $\delta_{ij}/(4n)$. For $e(n,\sigma)$ the Hessian is $2e_\sigma\delta_{ij}+4e_{\sigma\sigma}g_ig_j$, with eigenvalues $2e_\sigma$ across $\mathbf g$ and $2e_\sigma+4\sigma e_{\sigma\sigma}$ along it. As $q_0$ is linear in $\sigma$ with slope $q_\sigma=\lambda/(4k_Fn^2)$, $e_\sigma=nU'q_\sigma$ and $\sigma e_{\sigma\sigma}=nU''q_\sigma q_G$. Multiplying by $4n$ and using $8n^2q_\sigma=2\lambda/k_F$,

$$\gamma_T=\frac{2\lambda}{k_F}U',\qquad\gamma_L=\frac{2\lambda}{k_F}\left(U'+2q_GU''\right).$$

Both were tested against finite differences of $e$. The factor $1/k_F$ is the low-density divergence; whether it shows depends on the path.

*Flat path.* Here $q_G=0$, $d=\beta k_FR\to0$ and $U'=4NRcd^3$, so $\gamma=8\lambda NR^2c\,\beta d^2\propto n^{2/3}\to0$. At $n=10^{-7}$, $d=0.198$ and this leading term is $8\times0.094344\times40\times64\times(-2.67\times10^{-4})\times1.724\times0.0392=-0.035$; the full kernel gives $-0.0256$, about a quarter smaller in magnitude than the leading term, a relative change comparable to $d$. At $10^{-10}$ it gives $-4.3\times10^{-4}$. The asymptotic kernel, used outside its range, has $U\propto-q^{-2}$ for $q\ll q'$, hence $\gamma\propto k_F^{-4}=n^{-4/3}$, and gives $+8.6\times10^3$ at $10^{-7}$, wrong in sign and size.

*Clean tail.* For $q\simeq q_G\gg q'$ below saturation, $U=-A_Uq^{-4}$ with $A_U=NC/(R^6q'^2)$, $U'=4A_Uq^{-5}$, $2qU''=-40A_Uq^{-5}$, so $\gamma_L=-72\lambda A_U/(k_Fq^5)\propto n^{4/3}\to0$. For $\kappa=1.3$, $\gamma_L=-0.0105$ at $10^{-7}$, and $|\gamma_L|$ peaks at 0.33 between $10^{-10}$ and $10^{-4}$.

*Worst gradient.* At fixed $n$, $\kappa$ can place $q_0$ anywhere above $q_L$. With $q_G=q_0-q_L$ and $q_L\to0$,

$$\sup_\kappa|\gamma_L|\to\frac{\Gamma}{k_F},\qquad\Gamma=2\lambda\max_{q_0}\left|U'+2q_0U''\right|=0.0776\ \text{bohr}^{-1},$$

tested to 3% by a finite-difference scan at $n=10^{-10}$. This path diverges as $n^{-1/3}$. $\Gamma$ is proportional to $N$ and depends on $R$ and $q'$, so its value belongs to this model. At $10^{-7}$ the limit formula gives $0.0776/0.01436=5.40$; the scan gives $\gamma_L=+4.96$ at $\kappa=0.404$ ($d=2.34$, $s=14.1$) and $-2.02$ at $\kappa=0.602$ ($d=4.96$). The position follows from $\kappa^2=4k_F(d/R-q_L)/\lambda=0.6088\times(0.2923-0.0248)=0.163$. Setting $\Gamma/k_F=1$ gives $n^*=\Gamma^3/(3\pi^2)=1.6\times10^{-5}$, but there the true maximum is 0.62: $q_L>k_F=0.078$ is no longer small against $q_0\approx0.3$, so the dropped term $-2q_LU''$ counts. At $10^{-6}$ the maximum is 2.09, so $|\gamma_L|=1$ is crossed between $10^{-6}$ and $n^*$.

### The self-consistent iteration

Assume that one orbital $\psi\propto\sqrt n$ carries the vacuum density. Its equation $-\tfrac12\nabla^2\sqrt n+v_s\sqrt n=\epsilon\sqrt n$ reads $v_s=\epsilon-\delta T_W/\delta n$, with $T_W=\int\sigma/(8n)$. For a wave $\delta n\propto\cos kx$ with $k$ large against all background scales, the highest-derivative term of $\delta T_W/\delta n$ changes by $-\delta n''/(4n)=k^2\delta n/(4n)$. So $\delta v_s=-k^2\delta n/(4n)$, or $\chi_0=-4n/k^2$. An input error $\delta n_{\rm in}$ along $\mathbf g$ produces $\delta v=-e_{gg}\,\delta n_{\rm in}''=\gamma_Lk^2\delta n_{\rm in}/(4n)$; a wave across $\mathbf g$ has $\gamma_T$. Then

$$\delta n_{\rm out}=\chi_0\,\delta v=-\gamma\,\delta n_{\rm in}.$$

The factors $k^2$ and $n$ cancel. Terms of $v$ without $n''$ are suppressed by powers of $1/k$, as is the Hartree term. The multiplier is the same for all short waves of a given direction, so a Kerker preconditioner, whose factor $k^2/(k^2+k_0^2)$ tends to 1 there, does not remove it. Linear mixing $n\to n+\alpha(n_{\rm out}-n)$ multiplies the error by $1-\alpha(1+\gamma)$, which shrinks if $0<\alpha(1+\gamma)<2$. For $\gamma>1$ plain iteration fails and $\alpha<2/(1+\gamma)$ is needed, $2/5.96=0.336$ for $\gamma=4.96$. For $\gamma<-1$ no positive $\alpha$ works. The second variation of the energy, proportional to $(1+\gamma)k^2\delta n^2/(4n)$, is then negative, and the state is not a minimum against short ripples. The analysis is linear and needs $k|\delta n|/n$ small against the width of the window in $\kappa$.

The multiplier was tested by making an exponential density with $n(0)=10^{-7}$ self-consistent in a one-dimensional box, adding a wave packet with $k=20$ bohr$^{-1}$ and width 0.5 bohr, and diagonalizing. It came out as $-4.9155$ against $-4.9152$ for $-\gamma_L$ averaged over the packet, and $+1.948$ against $+1.947$ on the negative branch; the averaging lowers both from their peak values.

### A noisy tail

Take $n=10^{-7}e^{-1.3x}+10^{-8}\cos6x$ on $-1.5<x<1.5$ bohr. The noise changes the energy by $-4.0\times10^{-10}$ Ha/bohr$^2$, on the scale of $n|U|\approx3.6\times10^{-8}\times0.018=6\times10^{-10}$ Ha/bohr$^3$ over a length of order a bohr. The clean potential has $|v|$ at most 0.0103 Ha. The noisy one reaches $-16.0$ Ha ($-436$ eV) at $x=0.657$ bohr. There $n=3.56\times10^{-8}$, so $k\eta/n=1.7$ bohr$^{-1}$ exceeds $\kappa$ and the gradient passes through the window. With $n''/n=9.06$ bohr$^{-2}$ and $\gamma_L=7.17$,

$$-\gamma_L\frac{n''}{4n}=-\frac{7.169\times9.0625}{4}=-16.2\ \text{Ha},$$

within 1.3% of the full value.

This is the fully resolved spike, and it is narrow: the two extrema of $\gamma_L$ are about 0.2 bohr$^{-1}$ apart in $\kappa$, which changes at a rate near $n''/n$, so the width is about $0.2/9\approx0.02$ bohr. A coarser grid does not see 16 Ha. With gradients taken between grid points of spacing $h$, the divergence term at point $i$ is $(F_{i-1/2}-F_{i+1/2})/h$ with the flux $F=U'\lambda s$, so it is bounded by $2F_{\max}/h$. Since $\lambda s=\sqrt{\lambda q_G/k_F}$, $F_{\max}\to k_F^{-1/2}\max|U'|\sqrt{\lambda q_0}\propto n^{-1/6}$, tested at $10^{-10}$. For $h=0.2$ bohr, $F_{\max}/h=0.35$ Ha at $10^{-6}$ and 0.79 Ha at $10^{-8}$; the ratio 2.26 is near $100^{1/6}=2.15$. How much of the bound is reached depends on where the noise places $\kappa$ at each point.

### The exchange partner

The total $\gamma$ is a sum over gradient-dependent terms. A GGA exchange with enhancement factor $1+\mu s^2+\dots$ has the gradient energy density $-\frac{3k_Fn}{4\pi}\,\mu\,\frac{\sigma}{4k_F^2n^2}$, so at $s\to0$, $\gamma_x=8ne_\sigma=-3\mu/(2\pi k_F)$. In PBE, correlation adds $\beta_{\rm PBE}\,nt^2$ with $t^2=s^2k_F^2/k_s^2=\pi k_Fs^2/4$ (from $k_s^2=4k_F/\pi$), and $\mu=\beta_{\rm PBE}\pi^2/3$ turns the exchange term into $-\beta_{\rm PBE}\,n\pi k_Fs^2/4$, so the two cancel at order $s^2$. vdW-DF1 pairs revPBE exchange, with the same $\mu$, with LDA correlation, and no semilocal term cancels it. At $10^{-7}$, $\gamma_x=-7.30$, while full PBE gives $\gamma_T=3.8\times10^{-4}$ and $\gamma_L=1.1\times10^{-3}$ at $s=0.01$. The cancellation holds only near $s=0$: at the same density the PBE $\gamma_L$ reaches $+2.4$ at $s\approx0.7$ and $-2.2$ at $s\approx1.8$. Flat points, harmless for the nonlocal cross term, are thus beyond $-1$ through exchange once $k_F<3\mu/(2\pi)=0.105$ bohr$^{-1}$, or $n\lesssim4\times10^{-5}$. At $s=14$ the roles reverse: revPBE is nearly saturated and gives $\gamma_L=0.016$ against 4.96.

### Thresholds

*Setting $q=q_c$ for $n<n_t$.* Below $n_t$, $e=nU(q_c)$ has no gradient dependence, so $\gamma=0$, $v=U(q_c)$, and $k_F$ is never evaluated. Above $n_t$ the worst $|\gamma_L|$ is capped at about its value at $n_t$: 2.09 for $10^{-6}$ and 11.2 for $10^{-8}$. For $q\gg q'$ the asymptotic kernel goes as $1/(\omega^2\omega')$, so the loss of long-range attraction is gauged by the static polarizability per area of a planar tail. Before saturation $n/\omega_0^2\propto n\,q_G^{-4}\propto n^{7/3}\propto e^{-7\kappa x/3}$, so the tail below $n_t$ holds $\frac{3}{7\kappa}\,n_t/\omega_0^2(n_t)$, tested by quadrature at $10^{-10}$. Relative to the 0.299 bohr of the tail below $n=10^{-2}$, the replacement loses $2.7\times10^{-6}$ at $n_t=10^{-6}$ and $3\times10^{-14}$ at $10^{-8}$. This is only a gauge: the dense part of the tail does not satisfy $q\gg q'$, and with the full weight $1/[q^2(q^2+q'^2)]$ of the asymptotic kernel the lost fraction of the attraction is 2.4 times larger at $10^{-6}$ and 3.3 times larger at $10^{-8}$, still negligible.

The price is a discontinuity. The energy density jumps by $n_t[U(q_0)-U(q_c)]$, which is small with $n_t$. In the potential, however, $n_t$ cancels: a change $\delta n$ moves the surface $n=n_t$ by $\delta n/(\kappa n_t)$, so the exact derivative contains a surface term which, spread over one cell, is $|U(q_0)-U(q_c)|/(\kappa h)$, or 0.004 Ha on the clean tail at $n_t=10^{-6}$ and $h=0.2$ bohr. The larger part comes from the flux, which drops to zero across one cell and leaves a spike $F/h$. On the same tail and grid this is 0.024 Ha at $10^{-6}$ (both terms are negative there and add to 0.028 Ha) and $5.4\times10^{-6}$ Ha at $10^{-8}$. Most of this drop is the power law of the kernel: $F=U'\lambda s\propto q^{-5}k_F^{-1}\propto n^{4/3}$ for $q\gg q'$, and the unsaturated asymptotic kernel at $10^{-8}$ ($d=47.9$) already gives $1.1\times10^{-4}$ Ha. Saturation supplies the remaining factor of about 20: $q_G=q_c$ at $k_F=\lambda\kappa^2/(4q_c)=0.0080$ bohr$^{-1}$, or $n=1.7\times10^{-8}$, below which $dq/dq_0$ dies. If noise reaches the threshold surface, the spike can instead approach the 0.35 and 0.79 Ha given above.

*Flooring $n$ inside $q_0$.* With $n\to\max(n,n_t)$ in $q_0$ and the true gradient kept, $q_\sigma$ freezes at its value at $n_t$, and $\gamma=8n^2q_\sigma(\dots)$ acquires a factor $(n/n_t)^2$, which damps the stiffness. But the tail goes to the wrong limit. With $Y=n/n_t$, $g=\kappa n_tY$, so $q_0=q_L+q_GY^2$ with $q_L,q_G$ taken at $n_t$, and $q_0$ falls to $q_L$. Using $dx=-dY/(\kappa Y)$ and $Y=p\sqrt{q_L/q_G}$,

$$\int\frac{n}{q_0^4}dx=\frac{n_t}{\kappa}\int_0^1\frac{dY}{(q_L+q_GY^2)^4}\simeq\frac{n_t}{\kappa q_L^4}\sqrt{\frac{q_L}{q_G}}\int_0^\infty\frac{dp}{(1+p^2)^4},$$

where the upper limit $\sqrt{q_G/q_L}\gg1$ is sent to infinity. With $p=\tan\theta$ the last integral is $\int_0^{\pi/2}\cos^6\theta\,d\theta=5\pi/32$. Inserting $n_t=k_F^3/(3\pi^2)$, $q_L=\beta k_F$ and $q_G^{-1/2}=2\sqrt{k_F}/(\kappa\sqrt\lambda)$, the powers of $k_F$ add to $3-\tfrac72+\tfrac12=0$:

$$\alpha_{\rm floor}=\left(\frac{8\pi}{9}\right)^2\frac{5\pi}{48\pi^2\kappa^2\sqrt\lambda\,\beta^{7/2}}.$$

Quadrature confirms this and gives 0.087 bohr at $n_t=10^{-6}$ and 0.066 bohr at $10^{-8}$, or 29% and 22% of the true 0.299 bohr. It depends on $n_t$ through $\beta$ alone; at $\beta=1.946$ it is $7.798\times0.03316/(1.69\times0.3072\times10.28)=0.048$ bohr, so lowering the floor does not remove it. This is a static polarizability, not the error in the attraction. For a partner with $R\gg1/q_L$ (already 40 bohr at $10^{-7}$) the kernel is $-\tfrac32r^{-6}\omega_0^{-2}\omega_0'^{-2}\,\omega_0\omega_0'/(\omega_0+\omega_0')$, and since $q_0\sim q_L\ll q'$ the last factor is $\omega_0\propto q_0^2$. The attraction then goes as $\int n/q_0^2\,dx$, in which the powers of $k_F$ add to $3-\tfrac32+\tfrac12=2$, so it vanishes as $n_t^{2/3}$. For a nearer partner $d$ is small, $U$ is bounded, and the error in the energy is of order $n_t|U|/\kappa$ per area.

*Choosing $n_t$.* Three conditions compete in this model. Keeping noise out of the window needs $n_t\gg k\eta/\kappa$, which is $4.6\times10^{-8}$ for the noisy tail. Having $|\gamma_L|<1$ for any gradient needs $n_t$ above the crossing point, which lies between $10^{-6}$ and $n^*$. Among thresholds that lie in the tail, $n_t\le10^{-2}$, a step on the clean tail of about 2 mHa or less at $h=0.2$ bohr needs $n_t\lesssim10^{-7}$, where the asymptotic kernel ($d=22.4$) gives a flux step of $2\times10^{-3}$ Ha. No hard threshold in that range meets all three; the step becomes small again only near $n_t\sim10^{-1}$, which discards the whole tail. Near $10^{-6}$ the first is met by a factor of about 20, the polarizability loss is a few parts per million and the clean step is 0.028 Ha. Scaling $-2.02$ by $1/k_F$ from $10^{-7}$ gives about $-0.9$, an estimate at leading order, so the branch that no linear mixing can converge is near its edge there, and a positive $\gamma$ of 2.09 calls for $\alpha<2/3.09=0.65$. A threshold on $q_0$ does nothing for the exchange term, which needs its own. The values used are collected in the numerical output below.

## Numbers as computed

```
inputs: N=40, q'=1, qc=5, kappa=1.3 1/bohr, R=8 bohr, n=1e-07 1/bohr^3
lambda = 0.094344 
C = 32.665 Ha
limit of qL/kF = 1.9462 
kF(n) = 0.01436 1/bohr
qL(n) = 0.024755 1/bohr
qL/kF = 1.7239 
qG clean tail = 2.7759 1/bohr
saturated q clean tail = 2.8005 1/bohr
max |n dlnq0/dg| = 8.1457 bohr
phi(12,16) quadrature = -2.2153e-06 Ha
phi(12,16) asymptote = -2.2152e-06 Ha
I = -1.0381 
c (d'=8) = -0.000267 Ha
U at d=0.015 = -0.017751 Ha
U(qc) = -7.6614e-06 Ha
gamma flat, n=1e-7 = -0.025643 
gamma flat, n=1e-10 = -0.0004282 
gamma flat, asymptotic kernel, n=1e-7 = 8634.9 
gamma_L clean, n=1e-7 = -0.0105 
max |gamma_L| clean, 1e-10<n<1e-4 = 0.32947 
largest gamma_L = 4.9605 
  at kappa = 0.40359 1/bohr
  d = 2.3384 
  s = 14.053 
  mixing limit 2/(1+gamma) = 0.33554 
lowest gamma_L = -2.0188 
  at kappa = 0.60195 1/bohr
  d = 4.9593 
Gamma = 0.077583 1/bohr
n* = 1.5772e-05 1/bohr^3
max |gamma_L| at n* = 0.62396 
SCF multiplier (k=20/bohr, w=0.5 bohr): -4.9155 vs predicted -4.9152
SCF multiplier, negative gamma: 1.9481 vs predicted 1.9472
noise: eta=1e-08 1/bohr^3, k=6 1/bohr, segment 3 bohr
energy change = -4.0028e-10 Ha/bohr^2
max |v| clean = 0.010305 Ha
v at spike = -16.03 Ha = -436.1 eV
  x = 0.657 bohr
  n = 3.5602e-08 1/bohr^3
  n''/n = 9.0625 1/bohr^2
  gamma_L = 7.1689 
  -gamma_L n''/(4n) = -16.242 Ha
revPBE gamma, s->0 = -7.299 
PBE xc gamma, s=0.01 = 0.00038087 
revPBE gamma_L at largest-gamma kappa = 0.01643 
tail polarizability below n=1e-2 = 0.29928 bohr
n_t=1e-06: max|gamma_L| = 2.089
  q=qc: lost fraction = 2.73e-06; floor: 0.08705 bohr, fraction 0.291
  spike flux/h (h=0.2 bohr): clean 0.0242, worst 0.348 Ha
n_t=1e-08: max|gamma_L| = 11.18
  q=qc: lost fraction = 3.35e-14; floor: 0.06551 bohr, fraction 0.219
  spike flux/h (h=0.2 bohr): clean 5.39e-06, worst 0.785 Ha
```
